# Frank's theorem on the paths of fixed orientation during etching

## Definitions and conventions

A crystal surface recedes under an etchant. At each point let $\mathbf n$ be the unit normal pointing into the crystal, the direction in which the surface moves, and let $V(\mathbf n)>0$ be its speed along $\mathbf n$. The etching law is that this normal speed depends on orientation alone, not on position, time or curvature.

The **reciprocal-rate diagram** is the surface traced by
$$\mathbf p=\frac{\mathbf n}{V(\mathbf n)} \tag{1}$$
as $\mathbf n$ runs over the unit sphere. Slow orientations lie far from its origin. The gradient of $V$ on the unit sphere is written $\nabla_s V$. It is perpendicular to $\mathbf n$, and a small change $d\mathbf n$ of orientation gives $dV=\nabla_sV\cdot d\mathbf n$.

Let $T(\mathbf x)$ be the time at which the surface reaches $\mathbf x$. The surface at time $t$ is then the set $T(\mathbf x)=t$. Write $T_{ij}=\partial^2T/\partial x_i\partial x_j$.

## The theorem

**Theorem.** Suppose that near a surface point $V$ is continuously differentiable in orientation, $T$ is twice continuously differentiable in position, and the surface has non-zero Gaussian curvature. Then, as long as these conditions hold, the point at which the surface has the fixed normal $\mathbf n$ moves on a straight line with the constant velocity
$$\mathbf w=V\mathbf n+\nabla_sV, \tag{2}$$
and this line is parallel to the normal of the reciprocal-rate diagram at the point $\mathbf n/V(\mathbf n)$.

The moving point is a geometrical mark, not an atom. At different times it is the place on the surface that has the chosen orientation.

## Three lemmas

**Lemma 1.** $\nabla T=\mathbf n/V(\mathbf n)$, so $\nabla T$ lies on the reciprocal-rate diagram.

*Proof.* The gradient of $T$ is perpendicular to the surface $T=t$ and points towards later times, hence along $\mathbf n$. In a time $dt$ the surface advances by $V\,dt$ along $\mathbf n$, so $T$ increases by $dt$ over that step: $\nabla T\cdot\mathbf n\,V\,dt=dt$. Therefore $|\nabla T|=1/V$. ∎

**Lemma 2.** For $\mathbf p\neq0$ define $H(\mathbf p)=|\mathbf p|\,V(\mathbf p/|\mathbf p|)$. Then the diagram is the surface $H=1$, the gradient of $H$ is $\nabla_pH=V\mathbf n+\nabla_sV$ with $\mathbf n=\mathbf p/|\mathbf p|$, and $\mathbf p\cdot\nabla_pH=H$.

*Proof.* $H=1$ means $|\mathbf p|=1/V(\mathbf n)$, which is (1). For the gradient, write $\mathbf p=|\mathbf p|\mathbf n$, so that
$$d\mathbf p=\mathbf n\,d|\mathbf p|+|\mathbf p|\,d\mathbf n,\qquad dH=V\,d|\mathbf p|+|\mathbf p|\,\nabla_sV\cdot d\mathbf n .$$
Since $\mathbf n\cdot d\mathbf n=0$ and $\mathbf n\cdot\nabla_sV=0$,
$$(V\mathbf n+\nabla_sV)\cdot d\mathbf p=V\,d|\mathbf p|+|\mathbf p|\,\nabla_sV\cdot d\mathbf n=dH$$
for every $d\mathbf p$, which identifies the gradient. Its product with $\mathbf p=|\mathbf p|\mathbf n$ is $|\mathbf p|V=H$. ∎

The vector $\mathbf w$ of (2) is therefore $\nabla_pH$. It is not zero, because its component along $\mathbf n$ is $V>0$. It is normal to the diagram: along any curve $\mathbf p(s)$ drawn on $H=1$ we have $0=dH/ds=\mathbf w\cdot d\mathbf p/ds$.

**Lemma 3.** If the Gaussian curvature is non-zero and $\mathbf v\neq0$ is tangent to the surface, then $\sum_jT_{ij}v_j$ is not the zero vector.

*Proof.* Differentiate $\nabla T=|\nabla T|\,\mathbf n$ along $\mathbf v$:
$$\sum_jT_{ij}v_j=n_i\,(\mathbf v\cdot\nabla)|\nabla T|+|\nabla T|\,(\mathbf v\cdot\nabla)n_i .$$
The first term is along $\mathbf n$. The second is tangent to the surface, because $\mathbf n$ has constant length. The linear map $\mathbf v\mapsto(\mathbf v\cdot\nabla)\mathbf n$ of the tangent plane into itself has the Gaussian curvature as its determinant, so it sends no non-zero $\mathbf v$ to zero. The second term survives, and the first cannot cancel it. ∎

## Proof of the theorem

*The point exists and moves smoothly.* Consider the map that takes $\mathbf x$ to the pair $(T(\mathbf x),\mathbf n(\mathbf x))$. If its derivative vanished along some $\mathbf v$, then $\nabla T\cdot\mathbf v=0$, which makes $\mathbf v$ tangent to the surface, and $(\mathbf v\cdot\nabla)\mathbf n=0$, which by the argument of Lemma 3 forces $\mathbf v=0$. The derivative is thus invertible. By the inverse function theorem there is, near the starting point, one point $\mathbf x(t)$ with $T=t$ and the prescribed $\mathbf n$, and it depends differentiably on $t$.

*A null vector.* By Lemmas 1 and 2 the etching law reads $H(\nabla T(\mathbf x))=1$ everywhere in the region swept. Differentiating with respect to $x_j$ by the chain rule gives
$$\sum_i\frac{\partial H}{\partial p_i}\,T_{ij}=\sum_i w_i\,T_{ij}=0. \tag{3}$$

*The direction of motion.* While $\mathbf n$ stays fixed, so does $\mathbf p=\nabla T=\mathbf n/V(\mathbf n)$. Its rate of change along the path is therefore zero:
$$0=\frac{dp_j}{dt}=\sum_iT_{ij}\frac{dx_i}{dt}. \tag{4}$$
Both $\mathbf w$ and $d\mathbf x/dt$ are null vectors of the symmetric matrix $T_{ij}$. If they were not parallel, the plane they span would meet the tangent plane of the surface in at least a line, and a non-zero tangent vector would be a null vector, against Lemma 3. Hence $d\mathbf x/dt=\lambda\mathbf w$.

*The speed.* The point stays on the moving surface, so $T(\mathbf x(t))=t$ and $\mathbf p\cdot d\mathbf x/dt=1$. Lemma 2 gives $\mathbf p\cdot\mathbf w=H=1$. Thus $\lambda=1$ and $d\mathbf x/dt=\mathbf w$. Since $\mathbf w$ is fixed by $\mathbf n$, which does not change, the velocity is constant and the path is straight. ∎

The physical content is in (2). The part $V\mathbf n$ is the recession itself. The part $\nabla_sV$ is a sideways drift of the orientation along the surface: neighbouring elements recede at different rates, which turns the surface, so the chosen orientation is found at a new place.

## Remarks on the statement

**Tilt and speed.** Let $\delta$ be the angle between the path and $\mathbf n$. The two parts of (2) are perpendicular, so
$$\tan\delta=\frac{|\nabla_sV|}{V},\qquad |\mathbf w|=\frac{V}{\cos\delta}. \tag{5}$$
If $V$ is isotropic, the diagram is a sphere and each path runs along its own normal. The same holds for single orientations at which $V$ is smooth and stationary.

**Outward normals.** Suppose rates are labelled by the outward normal $\mathbf m=-\mathbf n$, with $W(\mathbf m)=V(-\mathbf m)$. The corresponding function is $H_W(\mathbf p)=H(-\mathbf p)$, and its gradient at $\mathbf p$ is minus the gradient of $H$ at $-\mathbf p$. The velocity becomes $-(W\mathbf m+\nabla_sW)$. The path is still parallel to the normal of the diagram, now traversed inwards.

**Rates that drift together.** If all rates carry a common positive factor $f(t)$, introduce the clock $s=\int_0^tf\,dt'$. Measured in $s$, the surface obeys the law with speed $V(\mathbf n)$. The lines are unchanged and the displacement is $s\,\mathbf w$. If the ratios of the rates change, $\nabla_sV/V$ changes for some orientations. For these $\mathbf w$ turns with time and the path bends.

**Flat surfaces.** On a plane facet $\mathbf n$ is uniform and Lemma 3 fails. Every point of the facet has the chosen orientation, so any motion with normal component $V$ keeps it. The velocity $\mathbf w$ is then one permitted choice among many.

## The plane section, and when an orientation is lost

Let the surface be a cylinder, such as a vertical wall. Its Gaussian curvature is zero, since it is straight along its generators, but $T$ then depends on two coordinates, and the proof applies in the section with a $2\times2$ matrix if the curvature of the section curve is non-zero. Let $\theta$ be the angle of the normal, $\mathbf n=(\cos\theta,\sin\theta)$ and $\boldsymbol\tau=(-\sin\theta,\cos\theta)$, so that $\mathbf n'=\boldsymbol\tau$ and $\boldsymbol\tau'=-\mathbf n$, where a prime is $d/d\theta$. Then
$$\mathbf w=V\mathbf n+V'\boldsymbol\tau,\qquad\tan\delta=\frac{V'}{V}, \tag{6}$$
with $\delta$ now signed. The tangent of the reciprocal diagram $\mathbf q=\mathbf n/V$ is $\mathbf q'=\boldsymbol\tau/V-V'\mathbf n/V^2$, and indeed $\mathbf w\cdot\mathbf q'=V'/V-V'/V=0$. The ordinary rate diagram $V\mathbf n$ has the tangent $V'\mathbf n+V\boldsymbol\tau$ and the normal $V\mathbf n-V'\boldsymbol\tau$. It is tilted by the same angle to the opposite side, so it cannot replace the reciprocal diagram.

**Proposition.** In a widening hole the radius of curvature at fixed $\theta$ is
$$R(\theta,t)=R_0(\theta)+t\,(V+V''). \tag{7}$$

*Proof.* The front is $\mathbf x(\theta,t)=\mathbf x_0(\theta)+t(V\mathbf n+V'\boldsymbol\tau)$. The radius of curvature is arc length per unit angle, so $\mathbf x_0'=R_0\boldsymbol\tau$. Further,
$$(V\mathbf n+V'\boldsymbol\tau)'=V'\mathbf n+V\boldsymbol\tau+V''\boldsymbol\tau-V'\mathbf n=(V+V'')\boldsymbol\tau .$$
Adding the two gives $\mathbf x'=[R_0+t(V+V'')]\boldsymbol\tau$. ∎

For a shrinking post, with $\theta$ the angle of the outward normal and $V$ the rate so labelled, the velocity changes sign and $R=R_0-t(V+V'')$.

The diagram shows the sign of $V+V''$. With $u=1/V$, the curvature of the polar curve $r=u(\theta)$ has the sign of $u^2+2u'^2-uu''$. Inserting $u'=-V'/V^2$ and $u''=-V''/V^2+2V'^2/V^3$,
$$u^2+2u'^2-uu''=\frac1{V^2}+\frac{2V'^2}{V^4}+\frac{V''}{V^3}-\frac{2V'^2}{V^4}=\frac{V+V''}{V^3}. \tag{8}$$
Where the hole is convex ($R_0>0$) and the reciprocal diagram bulges outwards, the paths spread and the surface flattens. Where the diagram is dented, they converge. On a bump of the wall ($R_0<0$) the two cases are reversed. When $R$ reaches zero, neighbouring paths meet, the curvature diverges and $T$ ceases to be twice differentiable. The theorem ends there for that orientation, which is lost at an edge. For a convex section this fixes the time of the first loss, and only that; in a non-convex section separate parts of the front can meet before any $R$ vanishes. Once an edge exists, further orientations are lost when their paths run into it, while their $R$ is still positive, and this can happen even where $V+V''>0$. In a post the roles of bulge and dent are exchanged.

**A cusp in the rate.** Let $V=V_0(1+b|\theta|)$ near a sharp minimum, with $b>0$. The diagram has a corner at $\theta=0$ and no single normal. The limits of (6) from the two sides are $V_0\mathbf n\pm bV_0\boldsymbol\tau$. In a hole the two neighbouring points separate along the wall by $2bV_0t$, and because both advance at $V_0$ along $\mathbf n$, a flat facet of that width fits between them.

## Example: a round hole in silicon

A vertical through-hole of radius 50 µm in a (001) silicon wafer, masked on both faces, is etched for 10 min in hot potassium hydroxide solution. Rough typical rates are 1.0 µm/min for {100} walls and 1.5 µm/min for {110} walls. They are joined by the model
$$V=A-B\cos4\theta,\quad A=1.25\ \text{µm/min},\quad B=0.25\ \text{µm/min},$$
with $\theta$ measured from [100]. Because (001) is a mirror plane of silicon's point group, which fixes the symmetry of the rate, $V$ is even in the vertical component of $\mathbf n$. Where $V$ is differentiable, its vertical derivative therefore vanishes for a vertical wall, and the paths stay in the plane.

Follow the wall point at $\theta=22.5^\circ$, where $4\theta=90^\circ$. There $V=A=1.25$ µm/min and $V'=4B\sin4\theta=1.00$ µm/min per radian. From (6), $\tan\delta=0.80$ and $\delta=38.7^\circ$, so the path runs at $61.2^\circ$ from [100]. The speed is $\sqrt{1.25^2+1.00^2}=1.60$ µm/min. With $\mathbf n=(0.924,0.383)$,
$$\mathbf w=1.25\,(0.924,0.383)+1.00\,(-0.383,0.924)=(0.772,1.402)\ \text{µm/min}.$$
In 10 min the point goes from (46.2, 19.1) µm to (53.9, 33.2) µm, a path of 16.0 µm. Moved along its own normal it would end at (57.7, 23.9) µm. That place lies on the tangent line of the final wall, but $V't=10.0$ µm away from the point of contact.

The largest tilt in this model follows from setting the derivative of $4B\sin4\theta/(A-B\cos4\theta)$ to zero. This gives $\cos4\theta=B/A=0.2$, hence $\theta=19.6^\circ$ and $\delta=39.2^\circ$.

For the lifetime, $V''=16B\cos4\theta$ and $V+V''=A+15B\cos4\theta$. This is 5.0 µm/min at [100] and −2.5 µm/min at [110]. After 10 min the radii of curvature are $50+50=100$ µm and $50-25=25$ µm. The hole first loses an orientation, the fast [110], at $50/2.5=20$ min. The edge formed at [110] then absorbs its neighbours: the point at $22.5^\circ$, whose $R$ keeps growing, runs into it after about 43 min. A post of equal radius first loses the slow [100], at $50/5.0=10$ min. These times are less robust than the rates, since the second derivative multiplies the small term $B\cos4\theta$ by 16.

**Numerical tests.** Fronts were computed from the law of normal motion without using paths, and points of given orientation were located on them. For the round hole over 10 min and the post over 5 min, the displacements agreed with the geometric normal of the reciprocal diagram to $3\times10^{-10}$ of their length. The radii of curvature at [100] and [110] agreed with the proposition within 0.01 µm. An irregular hole, $r=50+2\cos(2\varphi-0.5)+0.5\sin3\varphi$ in µm with $\varphi$ the polar angle, was etched for 6 min with all rates multiplied by $1-0.05t$ ($t$ in min). It gave a relative error of $2\times10^{-10}$.

A three-dimensional test used $V=2-\sum_in_i^4-10.8\,(n_xn_yn_z)^2$ in µm/min, with $n_i$ in crystal axes. The surface was $z=0.05[\cos x+\cos y+0.5\sin(x+y)]$ in µm, with $z$ along [124] pointing into the crystal and $x$ along $[02\bar1]$ in a right-handed frame, etched for 0.15 min. The point starting at $x=0.7$, $y=0.5$ moved at 27.6° to its normal, with a relative error of $2\times10^{-10}$. The numerical output lists the path errors and this tilt; the agreement of the curvature radii is asserted in the program.

## The model beside a real hole

The shape of $V(\theta)$ between the two rates is an assumption of the model. Part of the result does not depend on it. Integrating $\tan\delta=V'/V$ from [100] to [110] gives $\ln1.5=0.405$ over an angle of 0.785 rad, so for any smooth $V$ with these end values $\tan\delta$ averages 0.52. Somewhere between them the tilt is therefore 27°. The value at 22.5°, the loss times and the orientation that is lost first do depend on the shape. Adding $0.1\sin^24\theta$ µm/min keeps both end rates but makes $V+V''=+0.7$ µm/min at [110], and the hole then first loses an orientation near 27° from [100], at about 21 min. That [110] is lost first is thus a feature of the model. That it is lost in the end does not depend on the shape, as long as the {110} rate exceeds $\sqrt2$ times the {100} rate: the hole stays inside the square bounded by its {100} walls, so [110] is gone once $50+1.5t>\sqrt2\,(50+t)$, by 241 min for any shape with these end rates (67 min for the modified shape). The rough ratio 1.5 is only 6% above $\sqrt2$; at 1.45 the bound becomes 579 min, and below $\sqrt2$ the argument gives none. Measured rates depend on concentration; near 30 wt% they put {210} and {320} above {110} and rise steeply from {100}. Orientations near {310} and {210} can then be lost within the 10 min of the example, so the path followed at 22.5° need not survive in silicon. A cusp at {100} would produce a facet there.

A real hole also has ends. The {111} planes etch far more slowly than the walls. Taken as stationary and starting from a straight mask edge, they lie at 54.7° to the surface. While a {110} wall recedes by 15 µm they take $15\tan54.7^\circ=21$ µm of its depth at each end. In a 300 µm wafer about 258 µm of wall remains, provided no inclined plane between {110} and {111}, such as {221} or {331}, is slow enough to cut deeper, which depends on concentration. The plane result applies to the middle of this wall, and only while it lasts: the {111} planes from the two faces meet at mid-depth when $1.5t\tan54.7^\circ=150$ µm, at about 71 min. At 67 min about 16 µm of {110} wall is left, and the bound of 241 min lies outside the plane regime for this wafer.

Hydroxide must diffuse in from both ends. With two hydroxide ions consumed per silicon atom, an atom density of $5\times10^{22}$ cm⁻³ and all walls at the {110} rate, the flux is $J=4.2\times10^{-7}$ mol/(cm² s). Balancing diffusion along the hole with wall consumption, $\pi a^2Dc''=2\pi aJ$ (here a prime is a derivative along the depth), and integrating twice from the middle gives a drop $\Delta c=JL^2/(aD)$ from the ends to the middle. Here $c$ is the hydroxide concentration, $D$ its diffusivity, $a$ the hole radius and $L$ half the wafer thickness. For $a=50$ µm, $L=150$ µm and a rough $D=5\times10^{-5}$ cm²/s this is 0.37 mol/L, or 5% of a rough 7 mol/L. In an unstirred bath the mouth is itself depleted: the flow $2\pi aLJ$ through a disc of access resistance $1/(4Da)$ costs a further $\pi LJ/(2D)=0.20$ mol/L, so the middle lies about 8% below the bath value. If all rates change by a common factor, the mid-depth path keeps its line and only its length changes. Near 7 mol/L the rate depends only weakly on hydroxide concentration, and the empirical law $[\mathrm{H_2O}]^4[\mathrm{KOH}]^{1/4}$ is governed by the water content. For the 5% drop it gives −1.3% if the water stays fixed, about +2% if it follows the dilution of a pure KOH solution, and about −4% if it falls by the same 0.37 mol/L from about 50 mol/L, as the consumption of two H₂O per silicon atom suggests. Silicate accumulating in the hole displaces water and can make the fall larger.

A bath drift of 1 K at 353 K, with an assumed difference of 0.03 eV between the activation energies of the two walls, changes their rate ratio by 0.3% and the tilt by 0.2°. For a rough surface energy of 1 J/m² and a radius of 25 µm, curvature shifts the chemical potential by $1.6\times10^{-4}\,kT$, which supports leaving curvature out of $V$ away from edges; the shift grows as $1/R$ and reaches $0.1\,kT$ at a radius of 40 nm. Hydrogen is not included, and it is not small. With two H₂ molecules per silicon atom, the gas released at the rate above equals the volume of the hole in about 0.2 s, far less than the diffusion time $L^2/D=4.5$ s. The liquid in the hole is therefore stirred and partly displaced by bubbles, which can also mask parts of a wall, and the diffusion estimate describes only a stagnant, bubble-free hole.

## Computed values

```
rate of {100} walls (rough input): 1.00 um/min
rate of {110} walls (rough input): 1.50 um/min
model constants A, B: 1.250, 0.250 um/min
initial hole radius: 50.0 um; etching time: 10.0 min
followed orientation, from [100]: 22.5 deg
V there: 1.2500 um/min
V' there: 1.0000 um/min per rad
reciprocal rate there: 0.8000 min/um
tilt of path from surface normal: 38.66 deg
path direction from [100]: 61.16 deg
tilt of normal of ordinary rate diagram: -38.66 deg
path velocity (x, y): 0.7722, 1.4022 um/min
path speed: 1.6008 um/min
path length in etching time: 16.01 um
start point (x, y): 46.19, 19.13 um
end point, theorem: 53.92, 33.16 um
end point, computed front: 53.92, 33.16 um
end point if moved along own normal: 57.74, 23.92 um
error of moving along own normal: 10.00 um
largest tilt: 39.23 deg at 19.62 deg
V+V'' at [100], [110]: 5.000, -2.500 um/min
hole, final curvature radius at [100]: 100.0 um
hole, final curvature radius at [110]: 25.0 um
hole first loses an orientation ([110]) at: 20.0 min
post first loses an orientation ([100]) at: 10.0 min
worst relative path error, round hole: 3.0e-10
worst relative path error, round post: 2.4e-10
worst relative path error, irregular hole, drifting rates: 2.4e-10
worst relative path error, 3D surface: 1.6e-10
tilt of path from normal in 3D test: 27.64 deg
wafer thickness: 300 um; bath temperature: 353 K
angle between (001) and (111): 54.74 deg
depth taken by {111} facets at each end: 21.2 um
wall depth left between them: 257.6 um
silicon atom density (rough input): 5.0e+22 cm^-3
hydroxide (rough input): 7.0 mol/L
hydroxide diffusivity (rough input): 5.0e-05 cm2/s
hydroxide flux into wall: 4.15e-07 mol/(cm2 s)
hydroxide drop at mid-depth: 0.37 mol/L
hydroxide drop, relative: 5.3 %
activation energy gap (rough input): 0.03 eV
change of {110}/{100} rate ratio for 1 K: 0.28 %
change of path tilt for 1 K: 0.186 deg
surface energy (rough input): 1.0 J/m2
curvature shift of chemical potential / kT: 1.6e-04
```
